\section*{Optimal Permittivity Bounds for Isotropic Two-Phase Dielectrics from Constant Polarization Fields}

\section{A coated sphere that leaves the outside field unchanged}

Take a sphere of radius $a$ and permittivity $\varepsilon_i$, surrounded by a concentric shell of outer radius $b$ and permittivity $\varepsilon_s$. The core occupies the fraction $f_i=a^3/b^3$ of the coated sphere, and the shell occupies $f_s=1-f_i$. All permittivities are static, real, positive and relative to vacuum; displacement and polarization are divided by the vacuum permittivity, so $\mathbf D=\varepsilon\mathbf E$.

Which outside permittivity $B$ leaves a uniform outside field $\mathbf E_0$ undisturbed? Let $|\mathbf E_0|=1$ and measure $\theta$ from $\mathbf E_0$. The potential is
\begin{equation}
u=-\cos\theta\times
\begin{cases}
K r, & r<a,\\
\alpha r+\beta a^3/r^2, & a<r<b,\\
r, & r>b .
\end{cases}
\end{equation}
Continuity of $u$ and of the normal displacement gives
\begin{align}
K&=\alpha+\beta, & \varepsilon_iK&=\varepsilon_s(\alpha-2\beta),\\
1&=\alpha+f_i\beta, & B&=\varepsilon_s(\alpha-2f_i\beta).
\end{align}
The first line yields $\alpha=K(\varepsilon_i+2\varepsilon_s)/(3\varepsilon_s)$ and $\beta=K(\varepsilon_s-\varepsilon_i)/(3\varepsilon_s)$. Inserting these in $\alpha+f_i\beta=1$ gives the core field
\begin{equation}
K=\frac{3\varepsilon_s}{3\varepsilon_s+f_s(\varepsilon_i-\varepsilon_s)} .
\label{eq:core}
\end{equation}
Since $\alpha-2f_i\beta=1-3f_i\beta$, the last condition becomes
\begin{equation}
B=\varepsilon_s+f_i(\varepsilon_i-\varepsilon_s)K
=\varepsilon_s+\frac{f_i}{\dfrac1{\varepsilon_i-\varepsilon_s}+\dfrac{f_s}{3\varepsilon_s}} .
\label{eq:sphere}
\end{equation}
The polarization measured relative to the shell, $(\varepsilon-\varepsilon_s)\mathbf E$, is constant in the core and zero in the shell. A piecewise-constant polarization is therefore the true one for this geometry. The two choices of core material give the two extreme permittivities of isotropic mixtures, as follows.

\section{Statement and conditions}

Let phases with $0<\varepsilon_1<\varepsilon_2$ have volume fractions $f_1+f_2=1$, both nonzero. They form a three-dimensional periodic composite with local response and perfect interfaces, in fields that vary slowly over a period. Angle brackets denote the cell average, and $\langle\mathbf D\rangle=\boldsymbol\varepsilon^*\langle\mathbf E\rangle$ defines the effective tensor. If $\boldsymbol\varepsilon^*=\varepsilon^*\mathbf I$, then $L\le\varepsilon^*\le U$, where
\begin{align}
L&=\varepsilon_1+\frac{f_2}{\dfrac1{\varepsilon_2-\varepsilon_1}+\dfrac{f_1}{3\varepsilon_1}},
\label{eq:L}\\
U&=\varepsilon_2+\frac{f_1}{\dfrac1{\varepsilon_1-\varepsilon_2}+\dfrac{f_2}{3\varepsilon_2}} .
\label{eq:U}
\end{align}
Volume fractions are the sole geometrical numbers required, but isotropy of the effective tensor is a separate condition. For an anisotropic composite the same bounds apply to $\operatorname{tr}\boldsymbol\varepsilon^*/3$, not to each component.

\section{The polarization principle}

Write $\mathbf E=\mathbf E_0+\mathbf e$, with $\mathbf e=-\nabla\psi$ and $\psi$ periodic. For the true field, $\nabla\cdot\mathbf D=0$, so integration by parts gives $\langle\mathbf D\cdot\mathbf h\rangle=0$ for every periodic gradient $\mathbf h$. Hence
\begin{equation}
\langle\varepsilon|\mathbf E+\mathbf h|^2\rangle
=\langle\varepsilon|\mathbf E|^2\rangle+\langle\varepsilon|\mathbf h|^2\rangle .
\end{equation}
The true field minimizes the energy. Taking $\mathbf h=\mathbf e$ in the orthogonality relation also gives $\langle\mathbf D\cdot\mathbf E\rangle=\langle\mathbf D\rangle\cdot\mathbf E_0$, so
\begin{equation}
\mathbf E_0\cdot\boldsymbol\varepsilon^*\mathbf E_0
=\min_{\mathbf e}\langle\varepsilon|\mathbf E_0+\mathbf e|^2\rangle .
\label{eq:energy}
\end{equation}

Choose a uniform reference permittivity $c>0$ and any periodic trial field $\mathbf P$. At each point,
\begin{equation}
(\varepsilon-c)|\mathbf E|^2-2\mathbf P\cdot\mathbf E+\frac{|\mathbf P|^2}{\varepsilon-c}
=(\varepsilon-c)\left|\mathbf E-\frac{\mathbf P}{\varepsilon-c}\right|^2 .
\label{eq:square}
\end{equation}
The right side is nonnegative for $c<\varepsilon_1$ and nonpositive for $c>\varepsilon_2$. Since $\langle|\mathbf E|^2\rangle=1+\langle|\mathbf e|^2\rangle$, averaging gives, for $c<\varepsilon_1$,
\begin{equation}
\langle\varepsilon|\mathbf E|^2\rangle\ge
c+2\langle\mathbf P\rangle\cdot\mathbf E_0
-\left\langle\frac{|\mathbf P|^2}{\varepsilon-c}\right\rangle
+\langle c|\mathbf e|^2+2\mathbf P\cdot\mathbf e\rangle .
\label{eq:compare}
\end{equation}
For $c>\varepsilon_2$ the sign is $\le$. Either inequality holds for every $\mathbf e$, so it survives minimization of both sides over $\mathbf e$.

The right-hand minimum is found in Fourier space. With $\hat{\mathbf k}=\mathbf k/|\mathbf k|$, a gradient has components $\mathbf e_{\mathbf k}=a_{\mathbf k}\hat{\mathbf k}$ for $\mathbf k\ne0$. Each component contributes
\begin{equation}
c|a_{\mathbf k}|^2+2\operatorname{Re}(a_{\mathbf k}^{*}\hat{\mathbf k}\cdot\mathbf P_{\mathbf k})
=c\left|a_{\mathbf k}+\frac{\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}}c\right|^2
-\frac{|\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}|^2}{c},
\end{equation}
whose minimum is the last term. Let $G$ remove the mean and project each remaining component on $\hat{\mathbf k}$. Then
\begin{equation}
H(\mathbf P)=c+2\langle\mathbf P\rangle\cdot\mathbf E_0
-\left\langle\frac{|\mathbf P|^2}{\varepsilon-c}\right\rangle
-\frac{\langle\mathbf P\cdot G\mathbf P\rangle}{c}
\label{eq:H}
\end{equation}
is a lower bound on $\mathbf E_0\cdot\boldsymbol\varepsilon^*\mathbf E_0$ for $c<\varepsilon_1$ and an upper bound for $c>\varepsilon_2$.

Equality holds for $\mathbf P=(\varepsilon-c)\mathbf E$ with the true $\mathbf E$. The square in \eqref{eq:square} then vanishes. Moreover $\mathbf D=c\mathbf E+\mathbf P$ has no longitudinal part at $\mathbf k\ne0$, so $\mathbf e=-G\mathbf P/c$, which is the minimizing field just found.

\section{Constant polarization in each phase}

Let $\chi_a$ be one in phase $a$ and zero elsewhere, and take $\mathbf P=(p_1\chi_1+p_2\chi_2)\mathbf E_0$. Because $\chi_1+\chi_2=1$, their Fourier components at $\mathbf k\ne0$ are opposite, and
\begin{align}
\langle\mathbf P\cdot G\mathbf P\rangle
&=(p_1-p_2)^2\sum_{\mathbf k\ne0}|\chi_{1,\mathbf k}|^2(\hat{\mathbf k}\cdot\mathbf E_0)^2\nonumber\\
&=(p_1-p_2)^2f_1f_2\,\mathbf E_0\cdot\mathbf A\mathbf E_0,\\
\mathbf A&=\frac1{f_1f_2}\sum_{\mathbf k\ne0}|\chi_{1,\mathbf k}|^2\hat{\mathbf k}\hat{\mathbf k}.
\end{align}
Parseval's identity gives $\sum_{\mathbf k\ne0}|\chi_{1,\mathbf k}|^2=\langle\chi_1^2\rangle-\langle\chi_1\rangle^2=f_1-f_1^2=f_1f_2$. Thus $\operatorname{tr}\mathbf A=1$ for every geometry.

Use the same $p_1,p_2$ for three perpendicular directions of $\mathbf E_0$ and average the inequalities. The left side becomes $\operatorname{tr}\boldsymbol\varepsilon^*/3$, and $\mathbf E_0\cdot\mathbf A\mathbf E_0$ becomes $1/3$. Isotropic two-point statistics are not needed. With $\bar p=f_1p_1+f_2p_2$, the averaged functional is
\begin{equation}
h=c+2\bar p-\sum_a\frac{f_ap_a^2}{\varepsilon_a-c}
-\frac{f_1f_2(p_1-p_2)^2}{3c}.
\end{equation}
Direct expansion shows $f_1f_2(p_1-p_2)^2=\sum_af_ap_a^2-\bar p^2$, so
\begin{align}
h&=c+2\bar p+\frac{\bar p^2}{3c}-\sum_af_ag_ap_a^2,\\
g_a&=\frac1{\varepsilon_a-c}+\frac1{3c}
=\frac{\varepsilon_a+2c}{3c(\varepsilon_a-c)} .
\end{align}
Setting $\partial h/\partial p_a=0$ and dividing by $2f_a$ gives
\begin{equation}
g_ap_a=1+\frac{\bar p}{3c}.
\label{eq:stationary}
\end{equation}
Define $S=\sum_af_a/(\varepsilon_a+2c)$. Then
\begin{equation}
\sum_a\frac{f_a}{g_a}
=3c\sum_af_a\left(1-\frac{3c}{\varepsilon_a+2c}\right)=3c(1-3cS).
\end{equation}
Dividing \eqref{eq:stationary} by $g_a$ and averaging over the phases gives $\bar p=(3c+\bar p)(1-3cS)$, hence $\bar p=1/S-3c$. Multiplying \eqref{eq:stationary} by $f_ap_a$ and summing gives $\sum_af_ag_ap_a^2=\bar p+\bar p^2/(3c)$. The stationary value is therefore $h=c+\bar p$, or
\begin{equation}
B(c)=\left[\frac{f_1}{\varepsilon_1+2c}+\frac{f_2}{\varepsilon_2+2c}\right]^{-1}-2c .
\label{eq:B}
\end{equation}

For $c<\varepsilon_1$ both quadratic terms in the original $h$ are negative, so this is a maximum. For $c>\varepsilon_2$ the quadratic part is
\begin{equation}
\sum_af_ap_a^2\left(\frac1{c-\varepsilon_a}-\frac1{3c}\right)+\frac{\bar p^2}{3c}>0
\end{equation}
for nonzero $(p_1,p_2)$, because $1/(c-\varepsilon_a)>1/c$. The stationary point is then a minimum, as an upper bound requires.

To choose $c$, put $q_a=1/(\varepsilon_a+2c)$. Differentiation gives
\begin{equation}
\frac{dB}{dc}=2\left[\frac{\sum_af_aq_a^2}{(\sum_af_aq_a)^2}-1\right]\ge0
\end{equation}
by the Cauchy--Schwarz inequality. The best lower bound is reached as $c\to\varepsilon_1$ from below, and the best upper bound as $c\to\varepsilon_2$ from above. In each limit $g_a$ diverges in the reference phase, so its polarization vanishes. With $\delta=\varepsilon_2-\varepsilon_1$,
\begin{align}
S(\varepsilon_1)&=\frac{f_1}{3\varepsilon_1}+\frac{f_2}{3\varepsilon_1+\delta}
=\frac{3\varepsilon_1+f_1\delta}{3\varepsilon_1(3\varepsilon_1+\delta)},\\
B(\varepsilon_1)&=\varepsilon_1+\frac{3\varepsilon_1f_2\delta}{3\varepsilon_1+f_1\delta}=L .
\end{align}
Exchanging the phase labels gives $B(\varepsilon_2)=U$. In code, \eqref{eq:B} is preferable to \eqref{eq:L} and \eqref{eq:U}, since it has no division by zero at equal permittivities.

\section{Why the bounds cannot be improved}

Equation \eqref{eq:sphere} equals $L$ for a core of phase 2 and a shell of phase 1, and $U$ for the reverse. It remains to fill space with such spheres.

Place disjoint scaled copies in a cubic cell and fill the remaining volume fraction $r$ with shell material. For an upper estimate, use the coated-sphere field inside each sphere and $\mathbf E_0$ elsewhere. The potential is continuous and the mean field is $\mathbf E_0$. In a sphere of volume $V$, the boundary values give
\begin{equation}
\int\mathbf E\cdot\mathbf D\,dV
=B\oint(\mathbf E_0\cdot\mathbf x)(\mathbf E_0\cdot\mathbf n)\,dA=BV .
\end{equation}
The minimum principle \eqref{eq:energy} then bounds every eigenvalue of $\boldsymbol\varepsilon^*$ by $(1-r)B+r\varepsilon_s$.

For a lower estimate, use the coated-sphere displacement inside and $B\mathbf E_0$ outside. The normal displacement is continuous and the mean is $B\mathbf E_0$. Any periodic divergence-free field $\mathbf D_0+\mathbf d$ with $\langle\mathbf d\rangle=0$ differs from the true displacement of the same mean by a field orthogonal to the true $\mathbf E$. Hence $\mathbf D_0\cdot(\boldsymbol\varepsilon^*)^{-1}\mathbf D_0\le\langle|\mathbf D|^2/\varepsilon\rangle$, and here
\begin{equation}
B^2\,\mathbf E_0\cdot(\boldsymbol\varepsilon^*)^{-1}\mathbf E_0
\le(1-r)B+\frac{rB^2}{\varepsilon_s}.
\end{equation}
Every eigenvalue $\lambda$ therefore satisfies
\begin{equation}
\frac{B}{(1-r)+rB/\varepsilon_s}\le\lambda\le(1-r)B+r\varepsilon_s .
\label{eq:packing}
\end{equation}

The remainder can be made arbitrarily small. Cover more than half of it with a sufficiently fine cubic grid, using all grid cubes that lie inside it, and inscribe a ball in each. A ball fills $\pi/6$ of its cube, so each round removes more than $\pi/12$ of the remainder. Repetition drives $r$ to zero. Grids aligned symmetrically with the cell preserve cubic symmetry, which makes $\boldsymbol\varepsilon^*$ isotropic at every round. Choosing the core fraction inside each sphere as $f_i/(1-r)$, once $r$ is small enough, keeps the total fraction at the prescribed $f_i$. Both sides of \eqref{eq:packing} then tend to $L$ or $U$. A tighter bound using the same information would contradict these composites.

\section{Limits and inversion}

Let $\bar\varepsilon=f_1\varepsilon_1+f_2\varepsilon_2$ and $m=f_2\varepsilon_1+f_1\varepsilon_2$. Since $m+2\varepsilon_1=3\varepsilon_1+f_1\delta$, the formula for $B(\varepsilon_1)$ gives
\begin{equation}
\bar\varepsilon-L=f_2\delta\left(1-\frac{3\varepsilon_1}{3\varepsilon_1+f_1\delta}\right)
=\frac{f_1f_2\delta^2}{m+2\varepsilon_1}.
\end{equation}
Exchange of labels gives $\bar\varepsilon-U=f_1f_2\delta^2/(m+2\varepsilon_2)$. Subtraction yields
\begin{equation}
U-L=\frac{2f_1f_2\delta^3}{(m+2\varepsilon_1)(m+2\varepsilon_2)} .
\label{eq:gap}
\end{equation}
At weak contrast, the effective permittivity of an isotropic mixture is thus fixed through second order in $\delta$; geometry beyond volume fraction can enter at third order.

Strong contrast behaves differently. For fixed nonzero fractions and $\varepsilon_2/\varepsilon_1\to\infty$,
\begin{equation}
L\to\varepsilon_1\left(1+\frac{3f_2}{f_1}\right),\qquad
U\sim\frac{2f_2}{3-f_2}\,\varepsilon_2 .
\end{equation}
The lower bound stays finite while the upper one grows with $\varepsilon_2$. Volume fraction then says little about $\varepsilon^*$ without knowledge of how the high-permittivity phase is connected.

For a porous dielectric let phase 1 be the pores and $\phi=f_1$ the porosity. At fixed $c$, equation \eqref{eq:B} makes $1/(B+2c)$ linear in $\phi$. A target $\kappa$ between $\varepsilon_1$ and $\varepsilon_2$ is met by $B(c)$ at
\begin{equation}
\phi_c=\frac{(\kappa+2c)^{-1}-(\varepsilon_2+2c)^{-1}}
{(\varepsilon_1+2c)^{-1}-(\varepsilon_2+2c)^{-1}} .
\label{eq:porosity}
\end{equation}
Both bounds decrease with $\phi$. Below $\phi_{\varepsilon_1}$ no isotropic mixture reaches $\kappa$; at or above $\phi_{\varepsilon_2}$ every isotropic mixture has $\varepsilon^*\le\kappa$.

\section{A porous interlayer dielectric}

Take a model skeleton with $\varepsilon_2=4$, empty pores with $\varepsilon_1=1$, and $\phi=8/27\approx0.2963$. Then
\begin{align}
L&=1+\frac{0.7037}{1/3+0.2963/3}=1+0.7037(2.3143)=2.629,\\
U&=4+\frac{0.2963}{-1/3+0.7037/12}=4-0.2963(3.6404)=2.921 .
\end{align}
The width is $0.293$, against $0.993$ between the harmonic and arithmetic averages, $2.118$ and $3.111$. By \eqref{eq:core}, the core field is $0.771$ of the outside field for a solid core and $1.213$ for a pore core.

For $\kappa=2.5$, equation \eqref{eq:porosity} gives
\begin{align}
\phi_{\varepsilon_1}&=\frac{1/4.5-1/6}{1/3-1/6}=0.333,\\
\phi_{\varepsilon_2}&=\frac{1/10.5-1/12}{1/9-1/12}=0.429 .
\end{align}
Between these porosities the pore arrangement decides whether the target is met. The lower value belongs to $L$, which the construction above attains with solid cores enclosed in empty shells, so the solid is disconnected. It is a limit set by the theorem, not a porosity shown to suffice for a self-supporting film.

Numerical field solutions at $\phi=8/27$ place particular geometries in the interval. For cubic pores on a cubic lattice, grids of 12, 24 and 48 cells per edge give $2.889$, $2.898$ and $2.902$. The values are still rising slowly, toward a limit slightly above $2.90$ and close to $U$. One sample of randomly placed cubic blocks gives $\operatorname{tr}\boldsymbol\varepsilon^*/3=2.78$ and $2.81$ on grids of 27 and 45 cells. The value still rises with refinement, so these grids do not give a converged result; both values lie between $L$ and $U$.

A laminate shows the role of isotropy. Its normal component, $2.118$, lies below $L$, and its in-plane component, $3.111$, lies above $U$. One third of its trace, $2.780$, lies between them.

The packing estimate can also be checked far from its limit. One coated sphere touching the faces of each cubic cell leaves $r=1-\pi/6=0.476$. With pore cores and the remainder solid, \eqref{eq:packing} requires a value between $3.352$ and $3.435$; the field solution on a single grid of 48 cells per edge, not refined further, gives about $3.4$, inside this range. The total porosity here is $(\pi/6)(8/27)\approx0.155$, which is why this value exceeds the $U$ quoted above.

Tests on a small spectral grid compare \eqref{eq:H} with a direct field solution. Randomly perturbed polarizations fall on the required side, and the true polarization gives equality within rounding. The diagonal of $\mathbf A$ is $0.308$, $0.349$, $0.343$: the sample is anisotropic, yet the trace is one. The remaining values are in the numerical output.

\section{Where the result does not apply}

The ordering in \eqref{eq:square} requires real, positive permittivities, so these inequalities cannot be applied to the real and imaginary parts of a lossy permittivity separately. An interfacial layer, a damaged pore wall or adsorbed water is a third phase and must not be absorbed into $f_1$ or $f_2$. A film only a few pores thick need not have the bulk effective tensor assumed here. If a film is anisotropic, a measurement along one axis may lie outside $[L,U]$ without contradicting the theorem; the comparison must use one third of the trace.

\section*{Values computed for the example and the checks}
\begin{verbatim}
pore permittivity (relative): 1.0
skeleton permittivity (relative): 4.0
porosity (fraction): 0.296296
arithmetic average (relative): 3.1111
harmonic average (relative): 2.1176
lower bound L (relative): 2.6286
upper bound U (relative): 2.9213
gap U-L (relative): 0.2928
arithmetic-harmonic gap (relative): 0.9935
optimal p for L, in solid (field units): 2.3143
optimal p for U, in pores (field units): -3.6404
core/outside field, solid core: 0.7714
core/outside field, pore core: 1.2135
coated sphere, solid core (relative): 2.6286
coated sphere, pore core (relative): 2.9213
target permittivity (relative): 2.50
smallest porosity able to reach target: 0.3333
porosity guaranteeing target: 0.4286
laminate, normal component (relative): 2.1176
laminate, in-plane component (relative): 3.1111
laminate, trace/3 (relative): 2.7800
cubic pores, 12 cells per edge (relative): 2.8891
cubic pores, 24 cells per edge (relative): 2.8984
cubic pores, 48 cells per edge (relative): 2.9017
random blocks, 27 cells per edge, trace/3: 2.7812
random blocks, 45 cells per edge, trace/3: 2.8144
random blocks, finest diagonal (relative): 2.8177 2.7918 2.8338
sphere array, pore radius/period: 0.3333
sphere array, unfilled fraction r: 0.4764
sphere array, packing lower limit (relative): 3.3520
sphere array, field solution (relative): 3.3953
sphere array, packing upper limit (relative): 3.4352
spectral grid porosity (fraction): 0.2960
spectral grid diagonal of A: 0.3081 0.3490 0.3429
spectral grid trace of A: 1.000000
spectral grid trace/3 of eps_eff (relative): 2.8647
spectral grid bound at reference 0.2 (relative): 2.2923
spectral grid bound at reference 0.5 (relative): 2.4626
spectral grid bound at reference 0.9 (relative): 2.6035
spectral grid bound at reference 4.2 (relative): 2.9297
spectral grid bound at reference 6.0 (relative): 2.9770
spectral grid bound at reference 12.0 (relative): 3.0396
\end{verbatim}
